# Attachment Cooling of Maxwellian Electrons Without Energy Loss by Survivors

## Problem

A spatially uniform gas of free electrons has a three-dimensional Maxwellian velocity distribution at temperature \(T\). An electron of kinetic energy \(\varepsilon\) attaches to a gas molecule with probability per unit time

\[
\nu(\varepsilon)=a\varepsilon ,\qquad a>0 .
\]

An attached electron leaves the free population. There is no field, source, detachment or other collision. Angle brackets denote averages over the free electrons. Energies, including \(kT\), are in eV, so \(a\) is in s⁻¹ eV⁻¹.

(a) Show that the mean energy initially changes at the rate

\[
\frac{d\langle\varepsilon\rangle}{dt}=-\frac32\,a(kT)^2 ,
\]

and explain how this can happen when no survivor loses energy.

(b) Find the distribution, mean energy and electron density at later times.

(c) Determine how the result changes for \(\nu\propto\varepsilon^p\), and for a non-Maxwellian distribution.

(d) Evaluate the result for \(kT=3\) eV and \(a=3\times10^3\) s⁻¹ eV⁻¹. Decide whether this cooling could be seen by itself in a low-pressure oxygen plasma.

## Solution

### (a) The initial rate

Let \(F(\varepsilon,t)\,d\varepsilon\) be the number of free electrons per unit volume with energies in \(d\varepsilon\). Attachment removes electrons from each energy class independently:

\[
\frac{\partial F}{\partial t}=-\nu(\varepsilon)F .
\]

No term in this equation moves an electron from one energy to another. This is the precise meaning of the statement that survivors lose no energy.

The electron density is \(n=\int_0^\infty F\,d\varepsilon\), and the total kinetic energy per unit volume is \(n\langle\varepsilon\rangle=\int_0^\infty \varepsilon F\,d\varepsilon\). Integrating the kinetic equation, first as it stands and then after multiplication by \(\varepsilon\), gives

\[
\frac{dn}{dt}=-n\langle\nu\rangle,\qquad
\frac{d(n\langle\varepsilon\rangle)}{dt}=-n\langle\varepsilon\nu\rangle .
\]

The mean energy is the ratio of two decreasing quantities. The product rule gives

\[
n\frac{d\langle\varepsilon\rangle}{dt}
=\frac{d(n\langle\varepsilon\rangle)}{dt}
-\langle\varepsilon\rangle\frac{dn}{dt}
=-n\langle\varepsilon\nu\rangle+n\langle\varepsilon\rangle\langle\nu\rangle .
\]

Division by \(n\) yields

\[
\frac{d\langle\varepsilon\rangle}{dt}
=-\left(\langle\varepsilon\nu\rangle-\langle\varepsilon\rangle\langle\nu\rangle\right).
\tag{1}
\]

The bracket is the covariance of energy and attachment frequency. For \(\nu=a\varepsilon\) it becomes \(a\) times the energy variance:

\[
\frac{d\langle\varepsilon\rangle}{dt}
=-a\left(\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2\right).
\tag{2}
\]

Equation (2) holds for any energy distribution whose first two moments are finite. The Maxwellian is needed only to evaluate the variance.

With \(m\) the electron mass, the probability that the speed lies in \(dv\) is

\[
4\pi v^2\left(\frac{m}{2\pi kT}\right)^{3/2}
e^{-mv^2/(2kT)}\,dv .
\]

Set \(v=\sqrt{2\varepsilon/m}\), so that \(dv=d\varepsilon/\sqrt{2m\varepsilon}\) and

\[
v^2dv=\frac{2\varepsilon}{m}\frac{d\varepsilon}{\sqrt{2m\varepsilon}}
=\frac{\sqrt{2\varepsilon}}{m^{3/2}}\,d\varepsilon .
\]

The mass cancels. The numerical factor is \(4\pi\sqrt2/(2\pi)^{3/2}=2/\sqrt\pi\), and the probability density in energy is

\[
g(\varepsilon)=\frac{2}{\sqrt\pi}(kT)^{-3/2}
\sqrt\varepsilon\,e^{-\varepsilon/kT}.
\]

Define \(J_s=\int_0^\infty\varepsilon^s e^{-\varepsilon/kT}d\varepsilon\). For \(s>0\), integration by parts gives

\[
J_s=\left[-kT\,\varepsilon^s e^{-\varepsilon/kT}\right]_0^\infty
+s\,kT\int_0^\infty\varepsilon^{s-1}e^{-\varepsilon/kT}d\varepsilon
=s\,kT\,J_{s-1},
\]

because the boundary term vanishes at both ends. Hence

\[
\langle\varepsilon\rangle=\frac{J_{3/2}}{J_{1/2}}=\frac32kT,
\]

\[
\langle\varepsilon^2\rangle=\frac{J_{5/2}}{J_{1/2}}
=\frac52kT\,\frac{J_{3/2}}{J_{1/2}}
=\frac{15}{4}(kT)^2 .
\]

The variance is therefore

\[
\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2
=\left(\frac{15}{4}-\frac94\right)(kT)^2
=\frac32(kT)^2 .
\]

Substitution in (2) gives the required result:

\[
\boxed{\frac{d\langle\varepsilon\rangle}{dt}=-\frac32a(kT)^2 } .
\tag{3}
\]

**Where the energy goes.** The probability that an attaching electron has energy \(\varepsilon\) is weighted by \(\nu(\varepsilon)\). Its mean energy is

\[
\varepsilon_{\rm att}
=\frac{\langle\varepsilon\nu\rangle}{\langle\nu\rangle}
=\frac{\langle\varepsilon^2\rangle}{\langle\varepsilon\rangle}
=\frac52kT .
\]

This exceeds the population mean by \(kT\). Attachment occurs at the mean frequency \(\langle\nu\rangle=\frac32akT\) per free electron, so the mean falls at the rate \(\frac32akT\times kT\), in agreement with (3).

The total kinetic energy of the free population does decrease:

\[
\frac{d(n\langle\varepsilon\rangle)}{dt}
=-an\langle\varepsilon^2\rangle
=-\frac{15}{4}an(kT)^2 .
\]

Of this loss, \(\langle\nu\rangle n\langle\varepsilon\rangle=\frac94an(kT)^2\) is what would leave if the lost electrons had average energy. It reduces the density without changing the mean. The remaining \(\frac32an(kT)^2\) is the excess energy carried by the selected electrons, and this part lowers the mean.

**When other processes act.** Differentiating the ratio that defines the mean, for any kinetic equation, gives

\[
\frac{d\langle\varepsilon\rangle}{dt}
=\frac1n\int_0^\infty
(\varepsilon-\langle\varepsilon\rangle)
\frac{\partial F}{\partial t}\,d\varepsilon .
\]

This is linear in \(\partial F/\partial t\), so the contributions of separate processes add. Equation (3) is then the attachment contribution at any instant when the distribution is Maxwellian. The total rate may have another size or sign.

### (b) Later times

With attachment alone, each energy class decays exponentially. If the initial temperature is \(T_0\) and the initial density \(n_0\), then

\[
F(\varepsilon,t)=F(\varepsilon,0)e^{-a\varepsilon t}
=\frac{2n_0}{\sqrt\pi}(kT_0)^{-3/2}\sqrt\varepsilon\,
\exp\left[-\varepsilon\left(\frac1{kT_0}+at\right)\right].
\]

The energy dependence is again Maxwellian, with a temperature given by

\[
\frac1{kT(t)}=\frac1{kT_0}+at,
\qquad
kT(t)=\frac{kT_0}{1+akT_0t}.
\]

The mean energy is \(\frac32kT(t)\):

\[
\langle\varepsilon\rangle_t=
\frac{3}{2}\,\frac{kT_0}{1+akT_0t}.
\tag{4}
\]

For the density, a Maxwellian at temperature \(T(t)\) obeys \(\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/kT(t)}d\varepsilon=\frac{\sqrt\pi}{2}[kT(t)]^{3/2}\). Integrating \(F\) gives

\[
\frac{n(t)}{n_0}=\left[\frac{kT(t)}{kT_0}\right]^{3/2}
=(1+akT_0t)^{-3/2}.
\tag{5}
\]

Differentiation of (4) gives

\[
\frac{d\langle\varepsilon\rangle_t}{dt}
=-\frac32\frac{a(kT_0)^2}{(1+akT_0t)^2}
=-\frac32a[kT(t)]^2 .
\]

Within this model, (3) is thus valid at every time if the current temperature is used. The cooling slows because the energy variance shrinks.

For \(akT_0t\ll1\), (4) reduces to the initial straight line. For \(akT_0t\gg1\), it becomes \(\langle\varepsilon\rangle_t\simeq3/(2at)\), which no longer depends on the initial temperature.

Elastic collisions between electrons would not alter this solution. They conserve energy within each pair, and in a Maxwellian the direct and inverse collisions balance, so their collision term vanishes at each instant.

### (c) Other frequencies and distributions

Let \(\nu=C\varepsilon^p\), with \(C>0\). The recurrence for \(J_s\), with \(s=p+\frac32\), gives

\[
\langle\varepsilon^{p+1}\rangle
=\frac{J_{p+3/2}}{J_{1/2}}
=\left(p+\frac32\right)kT\langle\varepsilon^p\rangle .
\]

The condition \(p>-\frac32\) makes the integrals converge. Multiplying by \(C\) and using (1),

\[
\frac{d\langle\varepsilon\rangle}{dt}
=-\left[\left(p+\frac32\right)kT-\frac32kT\right]\langle\nu\rangle
=-p\,kT\langle\nu\rangle .
\tag{6}
\]

Attachment therefore cools a Maxwellian population for \(p>0\), leaves its mean unchanged for \(p=0\), and heats it for \(p<0\). In the last case slow electrons are lost preferentially. Heating here means a rise in the average, again without any survivor gaining energy.

Unlike (3), equation (6) holds only at an instant when the distribution is Maxwellian. The survival factor is now \(e^{-C\varepsilon^p t}\), which preserves the Maxwellian shape only for \(p=0\) and \(p=1\). For \(p=2\) and \(C(kT_0)^2t=0.3\), the true rate is about 0.68 of the value (6) gives with \(kT=\frac23\langle\varepsilon\rangle\) and the current \(\langle\nu\rangle\). At later times (1) must be used with the evolved distribution, and electron–electron collisions, which restore the Maxwellian shape, then change the result.

Now keep \(\nu=a\varepsilon\) but change the distribution. If all electrons have the same energy, the variance in (2) is zero and attachment reduces the density alone. An intermediate case is the Druyvesteyn distribution, \(F\propto\sqrt\varepsilon\exp[-(\varepsilon/w)^2]\), where \(w\) is an energy scale. The substitution \(x=(\varepsilon/w)^2\) turns its moments into gamma functions:

\[
\langle\varepsilon\rangle=w\frac{\Gamma(5/4)}{\Gamma(3/4)},\qquad
\langle\varepsilon^2\rangle=w^2\frac{\Gamma(7/4)}{\Gamma(3/4)} .
\]

Eliminating \(w\) from the variance gives

\[
\frac{d\langle\varepsilon\rangle}{dt}
=-a\langle\varepsilon\rangle^2
\left[\frac{\Gamma(7/4)\Gamma(3/4)}{\Gamma(5/4)^2}-1\right].
\]

At the same \(a\) and mean energy, this is 0.556 of the Maxwellian rate. This too is an instantaneous value: the factor \(e^{-a\varepsilon t}\) changes the Druyvesteyn shape, and at long times the mean approaches the same limit \(3/(2at)\). The mean energy alone does not determine attachment cooling; the width of the distribution matters.

### (d) Numerical example and the oxygen plasma

For \(kT=3\) eV, the mean energy is \(1.5\times3=4.5\) eV and the variance is \(1.5\times3^2=13.5\) eV². Equation (3) gives

\[
\frac{d\langle\varepsilon\rangle}{dt}
=-(3\times10^3)(13.5)
=-4.05\times10^4\ \text{eV/s},
\]

or \(-0.0405\) eV/µs. The mean attachment frequency is \((3\times10^3)(4.5)=1.35\times10^4\) s⁻¹, and the attached electrons initially average \(2.5\times3=7.5\) eV.

After 10 µs, \(akT_0t=(3\times10^3)(3)(10^{-5})=0.09\). Hence

\[
\langle\varepsilon\rangle_t=\frac{4.5}{1.09}=4.128\ \text{eV},
\qquad
\frac{n}{n_0}=1.09^{-3/2}=0.8787 .
\]

The initial slope alone would predict 4.095 eV. After 100 µs the mean is \(4.5/1.9=2.368\) eV, and a fraction 0.382 of the electrons remains.

The selection mechanism was tested with a random population of three million electrons. Their velocity components were drawn from the Maxwellian, and each electron received a random lifetime set by its own fixed energy. The mean energy of the whole sample was 4.504 eV. The electrons still free after 10 µs averaged 4.131 eV, with a standard error of 0.002 eV, against 4.128 eV from (4). Those already attached averaged 7.20 eV, against 7.19 eV predicted from (4) and (5). This is below the initial 7.5 eV because later attachments come from a cooler population.

**Is the linear law reasonable for oxygen?** Take a rough processing condition of 20 mTorr and 300 K, for which the gas density is \(N=6.44\times10^{20}\) m⁻³. Dissociative attachment to O₂ is resonant, so its frequency does not rise with energy indefinitely. A rough model is a Gaussian cross section \(\sigma\) with peak \(10^{-22}\) m² at 6.5 eV and full width 2 eV at half maximum, with \(\nu=N\sigma v\).

At \(kT=3\) eV this model gives \(\langle\nu\rangle=1.32\times10^4\) s⁻¹, close to the linear model's value, so the chosen \(a\) has a sensible size. The attached electrons average 6.37 eV, and (1) gives

\[
-(1.32\times10^4)(6.37-4.5)
\simeq-2.5\times10^4\ \text{eV/s}.
\]

This is about 0.6 of the linear-law rate. The resonance selects a smaller excess energy, 1.9 eV instead of 3 eV. With the same cross section and gas density, the rate vanishes near \(kT=4.3\) eV and is \(+1.5\times10^4\) eV/s at 5 eV. There the population mean, 7.5 eV, lies above the energies that the resonance removes most readily.

**Could the cooling be seen by itself?** Other losses can be sized at \(kT=3\) eV with constant cross sections of rough magnitude.

- **Elastic recoil.** An electron loses on average about \((2m/M)\varepsilon\) per collision, where \(M\) is the O₂ mass. A cross section of \(10^{-19}\) m² gives \(1.5\times10^4\) eV/s.
- **Electronic excitation.** A loss of 8 eV per event, with \(5\times10^{-21}\) m² above that threshold, gives \(7.6\times10^6\) eV/s.
- **Ionization.** An event costs a threshold energy \(I\) and adds one electron to share what remains, so the mean falls by \((I+\langle\varepsilon\rangle)/n\) per event and unit volume. With \(I=12\) eV and \(2\times10^{-21}\) m² above threshold, the rate is \(2.3\times10^6\) eV/s.
- **Wall loss.** Take plates a distance \(L=5\) cm apart, and let electrons leave as fast as ions. Ions enter the sheath at each plate with the Bohm speed \(u=\sqrt{kT/M}\simeq3.0\times10^3\) m/s (with \(kT\) in joules here). If the density at the sheath edge is 0.6 of the bulk density, the loss frequency is \(2(0.6)u/L=7.2\times10^4\) s⁻¹. Ion collisions with the gas lower the edge density, so this is a high estimate. The sheath drop \(V\) makes the electron flux equal the ion flux: \(\sqrt{kT/(2\pi m)}\,e^{-eV/kT}=\sqrt{kT/M}\), so \(eV=\frac12kT\ln[M/(2\pi m)]=13.7\) eV. An electron that reaches the wall arrives with \(2kT\) on average, the flux-weighted mean, and has also given up \(eV\) in the sheath. Subtracting the mean energy gives \((7.2\times10^4)(6+13.7-4.5)\simeq1.1\times10^6\) eV/s. This leaves out the smaller potential drop between the bulk and the sheath edge, \(kT\ln(1/0.6)\simeq1.5\) eV for electrons in Boltzmann equilibrium, which would raise the estimate by about a tenth.

At \(kT=3\) eV these losses together are a few hundred times the attachment cooling, mostly through electronic excitation. The ratio depends on temperature: with the same inputs at 1 eV it is about 50 to 60, and wall loss dominates. This ratio inherits the uncertainty of the rough inputs, but its size answers the question: under these conditions the attachment term could not be isolated by watching the mean energy fall. The 10 µs and 100 µs results describe the attachment-only model, not the afterglow of such a plasma. In a sustained discharge, field heating supplies the energy lost, and attachment enters as a small term in the balance. Inelastic collisions also distort the high-energy part of the distribution, in which case (1) must be evaluated with the actual distribution instead of (3).

The full set of computed values is given in the numerical output below.

## Values computed for the example and the checks

```
Input kT = 3.0 eV; slope a = 3.0e+03 1/(s eV)
Electron temperature = 3.481e+04 K
Mean energy = 4.5000 eV
Mean squared energy = 33.7500 eV^2
Energy variance = 13.5000 eV^2
Mean attachment frequency = 1.3500e+04 1/s
Initial mean energy of attached electrons = 7.5000 eV
Initial rate, finite difference = -4.05000e+04 eV/s
Initial rate, formula = -4.05000e+04 eV/s
Initial rate, formula = -0.04050 eV/us
Cooling time 1/(a kT) = 111.11 us
Power p = -0.5: rate/(kT <nu>) = +0.50000
Power p = +0.0: rate/(kT <nu>) = +0.00000
Power p = +0.5: rate/(kT <nu>) = -0.50000
Power p = +1.0: rate/(kT <nu>) = -1.00000
Power p = +2.0: rate/(kT <nu>) = -2.00000
Druyvesteyn rate, same mean = -2.2529e+04 eV/s
Druyvesteyn/Maxwellian rate = 0.5563
Short time = 10 us; kT then = 2.7523 eV
Mean then, formula = 4.1284 eV
Mean then, initial slope only = 4.0950 eV
Surviving fraction then, formula = 0.87874
Monte Carlo electrons = 3000000
Monte Carlo initial mean, all = 4.5041 eV
Monte Carlo survivor mean = 4.1310 eV
Standard error of survivor mean = 0.0021 eV
Monte Carlo attached mean = 7.2023 eV
Attached mean over short time, formula = 7.1926 eV
Monte Carlo surviving fraction = 0.87850
Long time = 100 us; kT then = 1.5789 eV
Long-time mean = 2.3684 eV; fraction = 0.3818
Largest relative shape error = 6.7e-11
Rough O2 regime: 20 mTorr, 300 K
Gas density = 6.438e+20 1/m^3
Rough resonance: peak 1e-22 m^2 at 6.5 eV
Rough resonance full width at half maximum = 2.0 eV
Resonance mean frequency = 1.32e+04 1/s
Resonance attached mean = 6.37 eV
Resonance rate at 3 eV = -2.47e+04 eV/s
Resonance rate at 5 eV = +1.49e+04 eV/s
Resonance sign change at kT = 4.30 eV
Rough elastic cross section = 1e-19 m^2
Rough excitation: 5e-21 m^2 above 8 eV
Rough ionization: 2e-21 m^2 above 12 eV
Wall gap = 5 cm; sheath drop = 13.7 V
Wall-loss frequency = 7.2e+04 1/s
Neglected elastic cooling = 1.5e+04 eV/s
Neglected excitation cooling = 7.6e+06 eV/s
Neglected ionization cooling = 2.3e+06 eV/s
Neglected wall cooling = 1.1e+06 eV/s
Neglected total/attachment = 271
```
